# Can a strong static magnetic field create electron-positron pairs?: a numerical check

```python
"""
Result under test: a Dirac electron in a static, purely magnetic field has
    H = alpha.(p + e A) + beta m,   H^2 = (p + e A)^2 + e Sigma.B + m^2 >= m^2,
so no energy lies between -m and +m, whatever the strength or shape of B.
Symbols: hbar = c = 1, electron charge -e, m = mass, B = curl A,
B_c = m^2/e = critical field, b = e B/m^2 = B/B_c.
Numerical work uses m = 1: lengths in reduced Compton wavelengths,
energies in m, times in 1/m. The factor e is absorbed into A and B.
Limits of the result are also computed: an electrostatic well, a field that
changes in time, and an added Pauli (anomalous moment) term.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const

sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
identity2 = np.eye(2)
alpha = [np.kron(sigma[0], s) for s in sigma]
beta = np.kron(sigma[2], identity2)
spin_z = np.kron(identity2, sigma[2])


# ---- Operator identity for arbitrary A(x,y,z) and arbitrary four-spinor ----
def check_square_identity():
    coords = sp.symbols("x y z", real=True)
    mass, charge = sp.symbols("m e", positive=True)
    A = [sp.Function("A%d" % i)(*coords) for i in range(3)]
    psi = sp.Matrix([sp.Function("f%d" % i)(*coords) for i in range(4)])
    pauli = [sp.Matrix([[0, 1], [1, 0]]),
             sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]
    alphas = [sp.kronecker_product(pauli[0], s) for s in pauli]
    spins = [sp.kronecker_product(sp.eye(2), s) for s in pauli]
    beta_s = sp.diag(1, 1, -1, -1)

    def kinetic(i, f):
        return -sp.I * f.diff(coords[i]) + charge * A[i] * f

    def hamiltonian(f):
        out = mass * beta_s * f
        for i in range(3):
            out += alphas[i] * kinetic(i, f)
        return out

    B = [A[2].diff(coords[1]) - A[1].diff(coords[2]),
         A[0].diff(coords[2]) - A[2].diff(coords[0]),
         A[1].diff(coords[0]) - A[0].diff(coords[1])]
    right = mass**2 * psi
    for i in range(3):
        right += kinetic(i, kinetic(i, psi)) + charge * B[i] * spins[i] * psi
    difference = hamiltonian(hamiltonian(psi)) - right
    assert all(sp.expand(entry.doit()) == 0 for entry in difference)


check_square_identity()


# ---- Grid operators in a sinc basis ----
def sinc_grid(half_width, points):
    x = np.linspace(-half_width, half_width, points)
    h = x[1] - x[0]
    index = np.arange(points)
    d = index[:, None] - index[None, :]
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    safe = np.where(d == 0, 1, d)
    first = np.where(d == 0, 0.0, sign / (h * safe))
    minus_second = np.where(d == 0, np.pi**2 / (3 * h**2),
                            2 * sign / (h * safe)**2)
    return x, first, minus_second


def dirac_levels(first, A_y, B_z, anomaly=0.0):
    """Four-component energies for p_y = p_z = 0 and field B_z(x)."""
    points = len(A_y)
    H = np.kron(alpha[0], -1j * first) + np.kron(alpha[1], np.diag(A_y))
    H += np.kron(beta, np.eye(points))
    H += 0.5 * anomaly * np.kron(beta @ spin_z, np.diag(B_z))
    return np.linalg.eigvalsh(H)


def nearest_error(levels, target):
    return np.min(np.abs(levels - target))


b0, width = 100.0, 0.5
nu = b0 * width**2
x, first, minus_second = sinc_grid(1.5, 161)
n_values = np.arange(4)

# Uniform field: compare first-order Hamiltonian with Landau formula.
uniform_exact = np.sqrt(1 + 2 * n_values * b0)
uniform_levels = dirac_levels(first, b0 * x, b0 * np.ones_like(x))
for energy in uniform_exact:
    assert nearest_error(uniform_levels, energy) < 1e-7
    assert nearest_error(uniform_levels, -energy) < 1e-7

# Localized field: first-order and second-order operators, separately.
A_local = b0 * width * np.tanh(x / width)
B_local = b0 / np.cosh(x / width)**2
local_exact = np.sqrt(1 + n_values * (2 * nu - n_values) / width**2)
local_levels = dirac_levels(first, A_local, B_local)
for energy in local_exact:
    assert nearest_error(local_levels, energy) < 1e-7
    assert nearest_error(local_levels, -energy) < 1e-7
orbital_1d = minus_second + np.diag(A_local**2)
squares, vectors = np.linalg.eigh(orbital_1d - np.diag(B_local))
assert squares[0] > -1e-7
assert np.allclose(np.sqrt(1 + squares[:4]), local_exact, atol=1e-7)
zero_mode = np.cosh(x / width)**(-nu)
zero_mode /= np.linalg.norm(zero_mode)
assert abs(abs(zero_mode @ vectors[:, 0]) - 1) < 1e-9
zero_orbital = zero_mode @ orbital_1d @ zero_mode
zero_zeeman = -np.sum(B_local * zero_mode**2)
assert abs(zero_orbital + zero_zeeman) < 1e-7
# Opposite spin has no zero mode: its lowest level is the n = 1 level.
opposite = np.linalg.eigvalsh(orbital_1d + np.diag(B_local))
assert abs(np.sqrt(1 + opposite[0]) - local_exact[1]) < 1e-7
# A Zeeman coefficient ten per cent too large destroys the bound.
spoiled_1d = np.linalg.eigvalsh(orbital_1d - 1.1 * np.diag(B_local))[0]
assert spoiled_1d < -1


# ---- Field varying in all three directions, plane-wave basis ----
def periodic_operators(cutoff):
    """Orbital and Zeeman matrices, in units of the basic wave number squared."""
    size = 16
    grid = 2 * np.pi * np.arange(size) / size
    X, Y, Z = np.meshgrid(grid, grid, grid, indexing="ij")
    A = [np.sin(Z) + 0.5 * np.cos(2 * Y), 0.8 * np.sin(X), 0.9 * np.sin(Y)]
    A_hat = [np.fft.fftn(a) / size**3 for a in A]
    A2_hat = np.fft.fftn(sum(a**2 for a in A)) / size**3
    freq = np.fft.fftfreq(size) * size
    K = np.meshgrid(freq, freq, freq, indexing="ij")
    B_hat = [1j * (K[(i + 1) % 3] * A_hat[(i + 2) % 3]
                   - K[(i + 2) % 3] * A_hat[(i + 1) % 3]) for i in range(3)]
    B = [np.fft.ifftn(f).real * size**3 for f in B_hat]
    strongest = np.sqrt(sum(f**2 for f in B)).max()
    modes = np.array(list(itertools.product(range(-cutoff, cutoff + 1),
                                            repeat=3)))
    step = (modes[:, None, :] - modes[None, :, :]) % size

    def matrix(f_hat):
        return f_hat[step[..., 0], step[..., 1], step[..., 2]]

    orbital = np.diag(np.sum(modes**2, axis=1)).astype(complex)
    orbital += matrix(A2_hat)
    for i in range(3):
        orbital += (modes[:, None, i] + modes[None, :, i]) * matrix(A_hat[i])
    zeeman = sum(np.kron(matrix(B_hat[i]), sigma[i]) for i in range(3))
    return np.kron(orbital, identity2), zeeman, strongest


wave_number = 5.0
scale = wave_number**2
orbital_small, zeeman_small, _ = periodic_operators(2)
lowest_small = scale * np.linalg.eigvalsh(orbital_small + zeeman_small)[0]
orbital_3d, zeeman_3d, strongest = periodic_operators(3)
values, states = np.linalg.eigh(orbital_3d + zeeman_3d)
lowest_3d = scale * values[0]
state = states[:, 0]
orbital_part = scale * np.vdot(state, orbital_3d @ state).real
zeeman_part = scale * np.vdot(state, zeeman_3d @ state).real
spoiled_3d = scale * np.linalg.eigvalsh(orbital_3d + 2 * zeeman_3d)[0]
assert lowest_3d > -1e-8
assert lowest_small >= lowest_3d - 1e-8
assert zeeman_part < -1
assert spoiled_3d < -1

# ---- Pauli term: outside the theorem, the lowest level moves into the gap ----
anomaly_model = 0.01
pauli_levels = dirac_levels(first, b0 * x, b0 * np.ones_like(x), anomaly_model)
pauli_lowest = np.min(np.abs(pauli_levels))
assert abs(pauli_lowest - (1 - anomaly_model * b0 / 2)) < 1e-7
anomaly_one_loop = const.fine_structure / (2 * np.pi)
naive_closure = 2 / anomaly_one_loop

# ---- Electrostatic well -V0 sech^2(x), one dimension: levels enter the gap ----
xe, first_e, _ = sinc_grid(12.0, 241)
one_e = np.eye(len(xe))
depths = [0.5, 1.0, 1.5, 2.0]
well_levels = []
for depth in depths:
    well = np.diag(-depth / np.cosh(xe)**2)
    H_well = np.block([[one_e + well, -first_e], [first_e, -one_e + well]])
    energies = np.linalg.eigvalsh(H_well)
    inside = energies[(energies > -1 + 1e-6) & (energies < 1 - 1e-6)]
    assert len(inside) > 0
    well_levels.append(inside[0])
assert np.all(np.diff(well_levels) < 0)

# ---- Uniform field ramped from b_start to b_end: negative to positive energy ----
xt, first_t, _ = sinc_grid(7.0, 101)
one_t = np.eye(len(xt))
b_start, b_end = 1.0, 4.0


def ramp_hamiltonian(b):
    lower = first_t + np.diag(b * xt)
    return np.block([[one_t, lower.T], [lower, -one_t]])


phi0 = np.exp(-xt**2 / 2)
phi0 /= np.linalg.norm(phi0)
phi1 = xt * np.exp(-xt**2 / 2)
phi1 /= np.linalg.norm(phi1)
_, mixing = np.linalg.eigh(np.array([[1, np.sqrt(2)], [np.sqrt(2), -1]]))
initial = np.concatenate([mixing[0, 0] * phi1, mixing[1, 0] * phi0])
start_energy = -np.sqrt(1 + 2 * b_start)
residual = ramp_hamiltonian(b_start) @ initial - start_energy * initial
assert np.linalg.norm(residual) < 1e-6
final_energies, final_states = np.linalg.eigh(ramp_hamiltonian(b_end))
positive_states = final_states[:, final_energies > 0]


def transition_probability(duration, steps):
    psi = initial.astype(complex)
    dt = duration / steps
    for j in range(steps):
        fraction = np.sin(0.5 * np.pi * (j + 0.5) / steps)**2
        b_now = b_start + (b_end - b_start) * fraction
        w, v = np.linalg.eigh(ramp_hamiltonian(b_now))
        psi = v @ (np.exp(-1j * w * dt) * (v.T @ psi))
    return np.sum(np.abs(positive_states.T @ psi)**2)


fast_time, slow_time = 0.2, 20.0
fast_probability = transition_probability(fast_time, 40)
slow_probability = transition_probability(slow_time, 300)
assert fast_probability > 1e-3
assert slow_probability < 0.01 * fast_probability

# ---- Numbers in ordinary units ----
critical_field = const.m_e**2 * const.c**2 / (const.e * const.hbar)
rest_energy = const.m_e * const.c**2
rest_MeV = rest_energy / (1e6 * const.e)
compton_fm = const.hbar / (const.m_e * const.c) * 1e15
bohr_magneton = const.physical_constants["Bohr magneton"][0]
field_SI = b0 * critical_field
spin_energy = -bohr_magneton * field_SI / rest_energy
orbital_energy = 0.5 * const.hbar * const.e * field_SI / const.m_e / rest_energy
naive_field = rest_energy / bohr_magneton / critical_field
assert abs(spin_energy + orbital_energy) < 1e-6
assert abs(naive_field - 2) < 1e-6

print(f"critical field B_c = {critical_field:.4e} T")
print(f"electron rest energy m = {rest_MeV:.6f} MeV")
print(f"reduced Compton wavelength = {compton_fm:.3f} fm")
print(f"field where mu_B B = m: {naive_field:.4f} B_c")
print(f"example peak field B0 = {b0:.0f} B_c = {field_SI:.4e} T")
print(f"uniform B0: spin energy -mu_B B = {spin_energy:.4f} m")
print(f"uniform B0: orbital zero-point energy = {orbital_energy:.4f} m")
for n in n_values:
    print(f"uniform B0: level n={n}: E = {uniform_exact[n]:.6f} m")
print(f"sech^2 field: L = {width} Compton = {width*compton_fm:.2f} fm")
print(f"sech^2 field: nu = e B0 L^2 = {nu:.1f}")
for n in n_values:
    print(f"sech^2 field: level n={n}: E = {local_exact[n]:.6f} m")
print(f"sech^2 zero mode: orbital part of H^2 = {zero_orbital:.4f} m^2")
print(f"sech^2 zero mode: Zeeman part of H^2 = {zero_zeeman:.4f} m^2")
print(f"sech^2, Zeeman x 1.1: lowest H^2 - m^2 = {spoiled_1d:.4f} m^2")
print(f"gap between E=-m and E=+m = {2*rest_MeV:.6f} MeV")
print(f"3D field: basic wave number = {wave_number:.1f} m")
print(f"3D field: period = {2*np.pi/wave_number:.4f} Compton")
print(f"3D field: largest |B| on grid = {scale*strongest:.2f} B_c")
print(f"3D field: plane waves, small basis = {len(orbital_small)//2}")
print(f"3D field: plane waves, large basis = {len(orbital_3d)//2}")
print(f"3D lowest H^2 - m^2, small basis = {lowest_small:.4f} m^2")
print(f"3D lowest H^2 - m^2, large basis = {lowest_3d:.4f} m^2")
print(f"3D lowest state: orbital part = {orbital_part:.4f} m^2")
print(f"3D lowest state: Zeeman part = {zeeman_part:.4f} m^2")
print(f"3D lowest state: |E| = {np.sqrt(1+lowest_3d):.4f} m")
print(f"3D, Zeeman x 2: lowest H^2 - m^2 = {spoiled_3d:.4f} m^2")
for depth, energy in zip(depths, well_levels):
    print(f"electric well V0 = {depth:.1f} m: lowest gap level {energy:.5f} m")
print(f"ramp: B from {b_start:.0f} to {b_end:.0f} B_c")
print(f"ramp: initial energy = {start_energy:.5f} m")
print(f"ramp time {fast_time} /m: probability to E>0 = {fast_probability:.4e}")
print(f"ramp time {slow_time} /m: probability to E>0 = {slow_probability:.4e}")
print(f"Pauli term, a = {anomaly_model}, B0: lowest |E| = {pauli_lowest:.5f} m")
print(f"one-loop weak-field anomaly alpha/(2 pi) = {anomaly_one_loop:.7f}")
print(f"invalid extrapolation to closure: B = {naive_closure:.1f} B_c")
print("no test failed")
```

Running it gives:

```
critical field B_c = 4.4140e+09 T
electron rest energy m = 0.510999 MeV
reduced Compton wavelength = 386.159 fm
field where mu_B B = m: 2.0000 B_c
example peak field B0 = 100 B_c = 4.4140e+11 T
uniform B0: spin energy -mu_B B = -50.0000 m
uniform B0: orbital zero-point energy = 50.0000 m
uniform B0: level n=0: E = 1.000000 m
uniform B0: level n=1: E = 14.177447 m
uniform B0: level n=2: E = 20.024984 m
uniform B0: level n=3: E = 24.515301 m
sech^2 field: L = 0.5 Compton = 193.08 fm
sech^2 field: nu = e B0 L^2 = 25.0
sech^2 field: level n=0: E = 1.000000 m
sech^2 field: level n=1: E = 14.035669 m
sech^2 field: level n=2: E = 19.621417 m
sech^2 field: level n=3: E = 23.769729 m
sech^2 zero mode: orbital part of H^2 = 98.0392 m^2
sech^2 zero mode: Zeeman part of H^2 = -98.0392 m^2
sech^2, Zeeman x 1.1: lowest H^2 - m^2 = -9.8041 m^2
gap between E=-m and E=+m = 1.021998 MeV
3D field: basic wave number = 5.0 m
3D field: period = 1.2566 Compton
3D field: largest |B| on grid = 53.88 B_c
3D field: plane waves, small basis = 125
3D field: plane waves, large basis = 343
3D lowest H^2 - m^2, small basis = 0.6864 m^2
3D lowest H^2 - m^2, large basis = 0.1084 m^2
3D lowest state: orbital part = 31.6104 m^2
3D lowest state: Zeeman part = -31.5019 m^2
3D lowest state: |E| = 1.0528 m
3D, Zeeman x 2: lowest H^2 - m^2 = -33.3978 m^2
electric well V0 = 0.5 m: lowest gap level 0.81099 m
electric well V0 = 1.0 m: lowest gap level 0.50905 m
electric well V0 = 1.5 m: lowest gap level 0.17213 m
electric well V0 = 2.0 m: lowest gap level -0.18187 m
ramp: B from 1 to 4 B_c
ramp: initial energy = -1.73205 m
ramp time 0.2 /m: probability to E>0 = 3.5696e-02
ramp time 20.0 /m: probability to E>0 = 1.4438e-07
Pauli term, a = 0.01, B0: lowest |E| = 0.50000 m
one-loop weak-field anomaly alpha/(2 pi) = 0.0011614
invalid extrapolation to closure: B = 1722.0 B_c
no test failed
```
